\section*{Layer participation in top-contacted multilayer graphene lines: a stable ladder algorithm}

\section{The decision and the model}

A designer who wants a less resistive graphene line can stack more layers or change the contacts. If the metal touches only the top layer, current reaches the lower layers through the interlayer resistance, and in a short line it may not get there. The choice depends on how many layers carry current at the given length.

Let layers $n=1,\dots,N$, counted from the top, have sheet resistances $r_n$, and let $\rho_i$ be the resistance times area between neighbours. The line has width $W$ and length $L$ between two identical contacts. Transport is dc, linear, local and diffusive, and uniform across the width. $V_n(x)$ is the electrochemical potential divided by the carrier charge, so doping differences between layers add no extra sources. The circuit algebra holds in any consistent units, atomic units included; numbers are in nm, ohm and eV.

Two measures of participation are needed. With $f_n$ the share of the total current in layer $n$ at midlength,
\begin{equation}
P=\frac{1}{\sum_n f_n^2},\qquad N_R=\frac{rL}{WR}.
\end{equation}
$P$ describes how evenly the current is spread. $N_R$, used for equal layers and line contacts, is the number of fully used layers that would give the resistance $R$.

\section{Derivation of the scheme}

\subsection{The channel}

The current per width in layer $n$ is $J_n=-V_n'/r_n$. What it loses along $x$ flows to the neighbours $m$, so $-J_n'=\sum_m(V_n-V_m)/\rho_i$. With $G=\mathrm{diag}(1/r_n)$ this reads
\begin{equation}
G V''=K V ,
\end{equation}
where $K$ is the symmetric matrix of interlayer conductances per area and $K\mathbf 1=0$. Setting $w=G^{1/2}V$ gives $w''=Sw$ with the symmetric matrix $S=G^{-1/2}KG^{-1/2}$.

Hold the metals at $+V_0$ and $-V_0$. The potential is then antisymmetric about the middle, and $V(L/2)=0$. The solutions with this property are
\begin{align}
V(x)&=G^{-1/2}\,\frac{\sinh[\sqrt S(L/2-x)]}{\sqrt S}\,b,\\
J(x)&=-GV'=G^{1/2}\cosh[\sqrt S(L/2-x)]\,b .
\end{align}
For the zero eigenvalue of $S$ the quotient means its limit, $L/2-x$. Eliminating $b$ at $x=0$ gives $V(0)=Z_{\rm ch}J(0)$ and the midlength current:
\begin{align}
Z_{\rm ch}&=G^{-1/2}\frac{\tanh(\sqrt S L/2)}{\sqrt S}G^{-1/2},\\
J_{\rm mid}&=G^{1/2}\,\mathrm{sech}(\sqrt S L/2)\,G^{-1/2}J(0).
\end{align}

\subsection{The contact}

The stack continues under an equipotential metal of length $L_c$, which couples to layer 1 through a contact resistivity $\rho_m$. All layers end at $x=-L_c$, where no current flows. Let $u=V-V_0\mathbf 1$. Because $K\mathbf 1=0$,
\begin{equation}
G u''=K_c u,\qquad K_c=K+\rho_m^{-1}e_1e_1^{T}.
\end{equation}
With $S_c=G^{-1/2}K_cG^{-1/2}$, the condition $u'(-L_c)=0$ selects $u=G^{-1/2}\cosh[\sqrt{S_c}(x+L_c)]\,b$. Then $J(0)=-G^{1/2}\sqrt{S_c}\sinh(\sqrt{S_c}L_c)\,b$, and eliminating $b$ gives
\begin{equation}
V_0\mathbf 1-V(0)=Z_cJ(0),\quad
Z_c=G^{-1/2}\frac{\coth(\sqrt{S_c}L_c)}{\sqrt{S_c}}G^{-1/2}.
\end{equation}
The inverse exists because every layer is connected to the metal, which makes $S_c$ positive definite. Adding the two voltage drops yields
\begin{equation}
(Z_{\rm ch}+Z_c)J(0)=V_0\mathbf 1,\qquad R=\frac{2V_0}{W\,\mathbf 1^TJ(0)} .
\end{equation}

\section{Pseudocode, cost and stability}

\begin{verbatim}
input r[1..N], rho_i[1..N-1], W, L, Lc, rho_m
build K;  Kc = K;  Kc[1,1] += 1/rho_m
D = diag(sqrt(r))                  # G^(-1/2)
(mu,  U)  = eigh(D K  D);  q  = sqrt(max(mu,0))
(muc, Uc) = eigh(D Kc D);  qc = sqrt(muc)
t = tanh(q L/2)/q                  # L/2 if q L is tiny
c = 1/(qc tanh(qc Lc))
Z = D (U diag(t) U^T + Uc diag(c) Uc^T) D
solve Z J = 1                      # V0 = 1
R = 2/(W sum(J))
Jmid = D^-1 U diag(sech(q L/2)) U^T D J
f = Jmid/sum(J);  P = 1/sum(f^2)
\end{verbatim}

The cost is of order $N^3$, whatever the length. A discretized network with $M$ cells per layer has $MN$ unknowns, and banded elimination with bandwidth $N$ costs of order $MN^3$. For a series of lengths the two eigenproblems are solved once.

Three details matter. Rounding can make the zero eigenvalue slightly negative, hence the clipping and the limit for small $qL$. The hyperbolic secant should be evaluated as $2e^{-z}/(1+e^{-2z})$, which cannot overflow for $z\ge0$. A very resistive contact makes the smallest eigenvalue of $S_c$ small, and its relative rounding error grows as the ratio of the largest eigenvalue to the smallest.

Propagating $(V,V')$ with a transfer matrix is algebraically equivalent but unstable. For equal layers the fastest decay constant is close to $2/\lambda$, with $\lambda=\sqrt{\rho_i/r}$, so over half the line the matrix entries grow as $e^{L/\lambda}$. The uniform mode, which dominates a long line, is then lost in rounding once $e^{-L/\lambda}$ drops below about $10^{-16}$, near $L=37\lambda$. For the ten-layer example below, with line contacts, the relative error in $R$ is of order $10^{-15}$ at $L=5\lambda$ and of order one at $L=100\lambda$; the digits depend on rounding.

\section{Participation from the slope of resistance}

Write $Z=Z_{\rm ch}+Z_c$ and $y=\mathbf 1^TZ^{-1}\mathbf 1$, so that $R=2/(Wy)$ and $J(0)=V_0Z^{-1}\mathbf 1$. Only $Z_{\rm ch}$ depends on $L$:
\begin{equation}
\frac{dZ}{dL}=\tfrac12G^{-1/2}\mathrm{sech}^2(\sqrt SL/2)G^{-1/2}.
\end{equation}
Since $d(Z^{-1})=-Z^{-1}(dZ)Z^{-1}$, the expression for $J_{\rm mid}$ gives
\begin{equation}
\frac{dy}{dL}=-\frac{1}{V_0^2}J(0)^T\frac{dZ}{dL}J(0)
=-\frac{1}{2V_0^2}\sum_n r_nJ_{{\rm mid},n}^2 .
\end{equation}
The total current per width is $V_0y$, the same at the contact edge and at midlength. Therefore
\begin{equation}
\frac{dR}{dL}=-\frac{2}{Wy^2}\frac{dy}{dL}=\frac1W\sum_n r_nf_n^2 .
\end{equation}
For equal layers this becomes $P=r/(W\,dR/dL)$. A series of lines that differ only in length thus measures participation, provided $r$ is known.

The same form shows that the slope of $R$ cannot rise with length, so that for equal layers $P$ cannot fall. Let $g$ be any trial vector with $\mathbf 1^Tg=1$. Minimizing $g^TZg$ gives $g=Z^{-1}\mathbf 1/y$, the current shares at the contact edge, and the minimum $1/y$, so $R=(2/W)\min_g g^TZg$. The second derivative of $Z_{\rm ch}$ is
\begin{equation}
-\tfrac12G^{-1/2}\sqrt S\,\mathrm{sech}^2(\sqrt SL/2)\tanh(\sqrt SL/2)\,G^{-1/2},
\end{equation}
which has no positive eigenvalue. For each fixed $g$, $g^TZg$ is thus concave in $L$, and so is their minimum. The slope of $R$ cannot increase, and for equal layers $P$ cannot decrease.

The bounds follow directly. Potentials in the left half lie between 0 and $V_0$ and vanish at midlength, so all $f_n\ge0$ and $P\ge1$. The Cauchy inequality gives $P\le N$. At large $L$ only the uniform mode survives, the shares become proportional to $1/r_n$, and equal layers reach $P=N$.

\section{Equal layers with line contacts}

Now let all current enter and leave layer 1 at the two ends. Then $J(0)=(I/W)e_1$ and $R=(2/W)(Z_{\rm ch})_{11}$. The eigenvectors of $S$ are $\phi_k(n)\propto\cos[k\pi(n-\frac12)/N]$: they are even about $n=\frac12$ and $n=N+\frac12$, which reproduces the missing neighbours at the ends. Inserting them in $2\phi(n)-\phi(n-1)-\phi(n+1)$ gives the factor $2-2\cos(k\pi/N)=4\sin^2(k\pi/2N)$. Hence, for $k\ge1$,
\begin{equation}
q_k=\frac2\lambda\sin\frac{k\pi}{2N},\qquad
\phi_k(1)^2=\frac2N\cos^2\frac{k\pi}{2N},
\end{equation}
while $\phi_0(1)^2=1/N$. The resistance and its slope are
\begin{align}
R&=\frac rW\left[\frac LN+\sum_{k\ge1}\phi_k(1)^2\frac{2}{q_k}\tanh\frac{q_kL}{2}\right],\\
\frac1P&=\frac1N+\sum_{k\ge1}\phi_k(1)^2\,\mathrm{sech}^2\frac{q_kL}{2}.
\end{align}
Since $R(0)=0$ here, integrating the slope gives $1/N_R=L^{-1}\int_0^L dL'/P(L')$. $N_R$ is the harmonic mean of $P$ over all shorter lengths, so it lags behind $P$.

\subsection{Short lines}

Expanding $\mathrm{sech}^2z\approx1-z^2$ and using $\sum_k\phi_k(1)^2q_k^2=S_{11}=1/\lambda^2$ gives $1/P\approx1-L^2/(4\lambda^2)$ for $L\ll\lambda$. One layer conducts.

\subsection{Deep stacks}

For $\lambda\ll L\ll N\lambda$ many modes contribute. Put $\theta=k\pi/N$, with spacing $\pi/N$, then $s=\sin(\theta/2)$ and $a=L/\lambda$. The $k=0$ term has half the weight of the others, as the endpoint of a trapezoidal sum should. The sums become
\begin{align}
\frac1P&\approx\frac4\pi\int_0^1\!\sqrt{1-s^2}\,\mathrm{sech}^2(as)\,ds\approx\frac{4}{\pi a},\\
R&\approx\frac{4r\lambda}{\pi W}\int_0^1\!\sqrt{1-s^2}\,\frac{\tanh(as)}{s}\,ds .
\end{align}
Thus $P\approx\pi L/(4\lambda)$: participation grows by about 0.8 layer per $\lambda$ of length.

For $R$, split $\sqrt{1-s^2}=1+(\sqrt{1-s^2}-1)$. Integrating the first part by parts gives, at large $a$,
\begin{equation}
\int_0^a\frac{\tanh t}{t}dt\approx\ln a-\int_0^\infty\!\ln t\,\mathrm{sech}^2t\,dt .
\end{equation}
To find the last integral, expand $\mathrm{sech}^2t=4\sum_{m\ge1}(-1)^{m-1}m\,e^{-2mt}$, so that $\int_0^\infty t^p\,\mathrm{sech}^2t\,dt=2^{1-p}\Gamma(p+1)\eta(p)$ with $\eta(p)=\sum_{m\ge1}(-1)^{m-1}m^{-p}$. As $p\to0^+$, $\eta\to\frac12$ and, by the Wallis product, $\eta'\to\frac12\ln(\pi/2)$. The derivative at $p=0$ is $-\ln2-\gamma+\ln(\pi/2)=\ln(\pi/4)-\gamma$, where $\gamma$ is Euler's constant.

In the second part $\tanh(as)\to1$. With $c=\sqrt{1-s^2}$ it equals $-\int_0^1 c\,dc/(1+c)=\ln2-1$. Adding up,
\begin{equation}
R\approx\frac{4r\lambda}{\pi W}\left[\ln\frac{8L}{\pi\lambda}+\gamma-1\right].
\end{equation}
The resistance grows only logarithmically, because a longer line recruits more layers.

\subsection{Long lines}

When $q_1L\gg1$, the slowest mode gives $N/P-1\approx8\cos^2(\pi/2N)\,e^{-q_1L}$. Setting $P=0.9N$ makes the left side $1/9$, so
\begin{equation}
L_{90}\approx\frac1{q_1}\ln\left(72\cos^2\frac{\pi}{2N}\right),
\end{equation}
which tends to $1.36N\lambda$ for large $N$. In the resistance every $\tanh$ tends to 1, which leaves a fixed excess length $X=\sum_{k\ge1}2\phi_k(1)^2/q_k$:
\begin{equation}
R\approx\frac rW\left(\frac LN+X\right),\qquad N_R\approx\frac{N}{1+NX/L}.
\end{equation}
$P$ saturates exponentially, but $N_R$ only as $1/L$, since the spreading resistance near the ends never disappears.

\section{A ten-layer line}

Take $N=10$, $W=200$ nm, $r=500$ ohm and $\rho_i=2\times10^7$ ohm nm$^2$ ($2\times10^{-7}$ ohm cm$^2$). Then $\lambda=\sqrt{2\times10^7/500}=200$ nm.

At $L=1000$ nm with line contacts, the first four layers carry 37.7, 26.6, 16.0 and 9.0 percent of the midlength current. The squares of all ten shares sum to 0.250, so $P=4.0$. The deep-stack law gives $5\pi/4=3.93$. The resistance is 1356 ohm, hence $N_R=500\times1000/(200\times1356)=1.84$.

Would more layers help? The logarithmic law gives 1351 ohm for an unlimited stack. Its next term comes from $\sqrt{1-s^2}-1\approx-s^2/2$ and adds $\frac12\int_0^\infty s[1-\tanh(as)]ds=\pi^2/(48a^2)=0.008$ to a bracket of 2.121. This raises the result by 0.4 percent, to 1356 ohm. At this length and with these contacts, layers beyond the tenth bring no useful reduction. Ideal side contacts that hold all ten equal layers at the same potential would drive no interlayer current and give $rL/(NW)=250$ ohm, contact resistance excluded. For this ten-layer line, changing the contacts can therefore lower the resistance far more than adding layers does.

$P$ reaches $0.9N$ at 2710 nm; the one-mode formula gives 2718 nm. With $X=541$ nm, $N_R$ reaches $0.9N$ only at $9NX\approx4.9\times10^4$ nm, 18 times farther.

For finite contacts, take $L_c=500$ nm and $\rho_m=5\times10^7$ ohm nm$^2$. Current already spreads downward under the metal, so $P=2.6$ at $L=0$ and 7.0 at 1000 nm, and $0.9N$ is reached at 1856 nm. The resistance is nevertheless higher than with line contacts, 1906 ohm at 1000 nm, because it includes the metal contacts at this $\rho_m$. The line contact is not a lower bound for top contacts: with $\rho_m=10^7$ ohm nm$^2$ and the same $L_c$, spreading under the metal brings $R$ down to 1079 ohm.

The concavity of $R(L)$ also affects contact extraction. At 20000 nm, $R=6724$ ohm, of which the ten parallel layers account for 5000 ohm. Extrapolating the long-line slope to zero length therefore gives 1724 ohm, while the computed resistance at $L=0$ is 1365 ohm. The intercept is 26 percent too high as a measure of the zero-length resistance.

A resistor network assembled element by element tests the algorithm at $L=1000$ nm, for equal layers and for layers graded linearly from 500 to 1500 ohm. After extrapolation from cells of 10 and 5 nm, the resistances with finite contacts agree to a relative difference of $2.2\times10^{-9}$ or better, and the line-contact mode sum for equal layers agrees to about $10^{-8}$.

\section{Where the result fails}

Unequal layers spoil the slope reading, and $P$ need no longer rise steadily: with the grading reversed, from 1500 ohm at the top to 500 ohm at the bottom, and line contacts, $P$ is 9.9 at 2400 nm and falls to 8.8 in long lines. For the graded stack at $L=20000$ nm, $P=8.8$, but $r_1/(W\,dR/dL)=5.6$. The shares there follow $1/r_n$, so the slope gives $\sum_n r_1/r_n$: it counts conductance in units of the top layer.

The parameters are rough values meant for doped, randomly stacked graphene. The least certain is $\rho_i$, which can differ by decades between samples. With the other inputs, line contacts and $L=1000$ nm held fixed, a tenfold larger $\rho_i$ gives $P=1.5$, while a graphite-like $1.0\times10^6$ ohm nm$^2$ gives $P=9.9$. A design rule in nanometres therefore needs a measured $\lambda$.

Locality is the next limit. In atomic units the sheet conductance is $k_F\ell/\pi$. A Fermi energy of 0.3 eV and $r=500$ ohm then imply a mean free path $\ell=57$ nm, or $0.28\lambda$. In the graphite-like case $\ell=1.26\lambda$, and the local ladder is not justified near the contacts. The quantum contact resistance of one layer, 222 ohm, is 16 percent of the 1356 ohm above; how it combines with interlayer transfer requires a nonlocal model.

Fully diffuse edges would lower the sheet conductance by 12 percent. Inserting the larger $r$ in the deep-stack laws at 1000 nm raises $R$ by about 10 percent and $P$ by about 7 percent. At 378 K and fixed Fermi energy, the thermal correction to the carrier density is 3.9 percent.

At a stack-averaged $10^7$ A/cm$^2$ the current is 67 $\mu$A. With line contacts the top layer carries all of it at the ends, ten times the average density. For $L=1000$ nm, the voltage between layers 1 and 2 there is 27 mV, 9 percent of the Fermi energy on the energy scale, and the drift velocity is 3 percent of the Fermi velocity. One-dimensional heat flow through 300 nm of oxide with a conductivity of 1.4 W/(m K) gives a mean heating of 6.5 K; sideways spreading in the oxide, left out here, would lower it. The dissipation is not uniform: at the contact edges its density, interlayer part included, is about three times the mean. These estimates support linear response at this load only if the interlayer transfer itself stays ohmic up to 27 mV, which the model assumes. The crowded top layer near the contacts is the place to check first at higher current.

\section*{Calculated quantities}
\begin{verbatim}
Layers 10, width 200 nm, sheet resistance 500 ohm
Interlayer resistance 2.0e+07 ohm nm^2 = 2.0e-07 ohm cm^2
Contact resistivity 5.0e+07 ohm nm^2, contact length 500 nm
Transfer length between layers lam = 200.0 nm
Line contacts: L (nm), R (ohm), N_R, P
      50     124.4   1.005   1.016
     200     465.0   1.075   1.232
     500     932.1   1.341   2.127
    1000    1355.9   1.844   3.995
    2000    1798.0   2.781   7.523
    5000    2601.1   4.806   9.969
   20000    6351.6   7.872  10.000
Finite top contacts: L (nm), R (ohm), P
       0    1365.1   2.626
      50    1410.4   2.891
     200    1525.3   3.659
     500    1698.3   5.061
    1000    1905.7   7.009
    2000    2209.4   9.185
    5000    2973.4   9.992
   20000    6723.6  10.000
Midlength shares (%), layers 1 to 10, L = 1000 nm:
  line  37.7 26.6 16.0 9.0 4.9 2.7 1.5 0.8 0.5 0.3
  finite 22.3 19.2 15.3 11.7 8.8 6.7 5.2 4.1 3.5 3.2
Deep-stack law at 1000 nm: P = 3.927, R = 1350.5 ohm
P = 0.9 N, line contacts: L = 2710 nm, formula 2718 nm
P = 0.9 N, finite contacts: L = 1856 nm
End length X = 540.6 nm; N_R = 0.9 N at L = 48657 nm
Graded layers 500 to 1500 ohm, L = 20000 nm: P = 8.817
  slope reading r_1/(W dR/dL) = 5.627
graphite-like: rho_i 1.01e+06 ohm nm^2, lam 44.8 nm, P(1000 nm) 9.928, mfp/lam 1.26
tenfold: rho_i 2.00e+08 ohm nm^2, lam 632.5 nm, P(1000 nm) 1.530, mfp/lam 0.09
Network vs algorithm, relative: 2.2e-09; line: 1.2e-08
Transfer-matrix error: 1.3e-15 at 1000 nm, 9.2e-01 at 20000 nm
Fermi energy 0.3 eV, k_F 0.456 1/nm, mean free path 56.6 nm
Mean free path / lam = 0.28
Quantum contact resistance, one layer: 222 ohm
Diffuse edges lower sheet conductance by 11.9 %
Thermal carrier correction at 378 K: 3.9 %
Mean current density 1e+07 A/cm^2, current 67.0 uA
Layer 1 to 2 voltage at contact, L = 1000 nm: 27.1 mV
Top-layer drift / Fermi velocity at contact: 0.032
Oxide 300 nm, 1.4 W/(m K): mean heating 6.5 K
\end{verbatim}
